# Transition-State Energy of an Electronic Excitation and the Order of Its Error

An electron is moved from an occupied orbital $i$ to an empty orbital $a$ of an atom or molecule with fixed nuclei. One way to obtain the excitation energy is to converge both states and subtract their total energies. This problem asks how well a single difference of orbital energies can replace that subtraction, where it must be evaluated, and what error remains.

**Setting.** Atomic units are used in the algebra and eV for numbers. The Kohn-Sham energy with occupations $n_k$ and orthonormal spin orbitals $\phi_k$ is

$$
E=\sum_k n_k\langle\phi_k|h|\phi_k\rangle+E_{\rm H}[\rho]+E_{\rm xc}[\rho_\uparrow,\rho_\downarrow],\qquad
\rho_\sigma=\sum_{k\in\sigma}n_k|\phi_k|^2 ,
$$

where $h$ contains the kinetic energy and the nuclear attraction, $E_{\rm H}$ is the Hartree energy and $\rho=\rho_\uparrow+\rho_\downarrow$. A fraction $\lambda$ of an electron is transferred:

$$
n_i=1-\lambda,\qquad n_a=\lambda,\qquad 0\le\lambda\le1,
$$

with all other occupations fixed. At every $\lambda$ the orbitals are self-consistent eigenfunctions,

$$
H_\sigma\phi_k=\varepsilon_k\phi_k,\qquad H_\sigma=h+v_{\rm H}+v_{{\rm xc},\sigma},
$$

where $v_{\rm H}$ and $v_{{\rm xc},\sigma}$ are the functional derivatives of $E_{\rm H}$ and $E_{\rm xc}$ with respect to $\rho_\sigma$. The solutions are assumed to form one continuous branch, differentiable for $0<\lambda<1$, on which $i$ and $a$ keep their identity. The energy on this branch is $E(\lambda)$, and the excitation energy is $\Delta E=E(1)-E(0)$.

Two approximations precede any question about orbital energies. A ground-state functional is applied to an excited configuration, and that configuration is one determinant, which need not have a definite total spin.

## (a) The slope of the energy

**Find $dE/d\lambda$, including the response of all the orbitals.**

**Solution.** A prime denotes $d/d\lambda$. The one-electron part gives

$$
\sum_k n_k'\langle\phi_k|h|\phi_k\rangle+\sum_k n_k\,2\,{\rm Re}\langle\phi_k'|h|\phi_k\rangle ,
$$

because $h$ is Hermitian. The other two energies depend on $\lambda$ through the densities, so they contribute $\sum_\sigma\int(v_{\rm H}+v_{{\rm xc},\sigma})\rho_\sigma'\,d^3r$, with

$$
\rho_\sigma'=\sum_{k\in\sigma}\left[n_k'|\phi_k|^2+n_k\,2\,{\rm Re}(\phi_k'^*\phi_k)\right].
$$

In both sums the potentials combine with $h$ to form $H_\sigma$:

$$
E'=\sum_k n_k'\langle\phi_k|H_\sigma|\phi_k\rangle+\sum_k n_k\,2\,{\rm Re}\langle\phi_k'|H_\sigma|\phi_k\rangle .
$$

The eigenvalue equation turns this into

$$
E'=\sum_k n_k'\varepsilon_k+\sum_k n_k\varepsilon_k\frac{d}{d\lambda}\langle\phi_k|\phi_k\rangle .
$$

Each orbital stays normalized, so the last sum vanishes. With $n_i'=-1$ and $n_a'=+1$,

$$
E'(\lambda)=\varepsilon_a(\lambda)-\varepsilon_i(\lambda)\equiv g(\lambda).
$$

The orbitals do relax, but their relaxation does not enter the first derivative explicitly. It enters through the dependence of the eigenvalues on $\lambda$.

One point needs care if $i$ and $a$ have the same spin. At $\lambda=1/2$ their occupations are equal, and mixing the two orbitals leaves the density unchanged. Stationarity of the energy then does not select the orbitals; the requirement that they be eigenfunctions does.

## (b) One gap in place of two total energies

**Express $\Delta E$ through $g$. If $g$ may be evaluated at one point $c$ only, which $c$ gives the correct result for every gap that is linear in $\lambda$?**

**Solution.** With $E$ and $g$ continuous on $[0,1]$, integration of part (a) gives

$$
\Delta E=\int_0^1 g(\lambda)\,d\lambda .
$$

For $g=\alpha+\beta\lambda$ the integral is $\alpha+\beta/2$, whereas the one-point value is $\alpha+\beta c$. Equality for every $\beta$ requires $c=1/2$. The transition-state estimate is therefore

$$
\Delta E\simeq g(1/2)=\varepsilon_a(1/2)-\varepsilon_i(1/2),
$$

with half an electron removed from $i$ and half an electron placed in $a$. Both eigenvalues come from the same self-consistent calculation, and the number of electrons is that of the initial state.

## (c) The order of the error

**Transfer an amount $q$ centred on half occupation, from $\lambda=1/2-q/2$ to $1/2+q/2$. Find the leading error of the midpoint gap, and compare it with the error of the gap at the start of the interval.**

**Solution.** Let $s=q/2$, and let $E$ be smooth near $1/2$. With all derivatives taken at $1/2$,

$$
E(1/2\pm s)=E\pm sE'+\frac{s^2}{2}E''\pm\frac{s^3}{6}E'''+\frac{s^4}{24}E''''\pm\frac{s^5}{120}E^{(5)}+\dots
$$

On subtraction the even terms cancel and the odd ones double:

$$
E(1/2+s)-E(1/2-s)=2sE'+\frac{s^3}{3}E'''+\frac{s^5}{60}E^{(5)}+\dots
$$

Since $s^3/3=q^3/24$, $s^5/60=q^5/1920$ and $E'=g$,

$$
E(1/2+q/2)-E(1/2-q/2)=q\,g(1/2)+\frac{q^3}{24}g''(1/2)+\frac{q^5}{1920}g''''(1/2)+\dots
$$

The error is third order in the transferred charge. Its coefficient contains the third derivative of the energy, which is the curvature of the gap.

For the gap at the start of the interval,

$$
q\,g(1/2-q/2)=q\,g(1/2)-\frac{q^2}{2}g'(1/2)+\frac{q^3}{8}g''(1/2)+O(q^4).
$$

Subtracting this from the energy difference leaves

$$
\frac{q^2}{2}g'(1/2)+\left(\frac1{24}-\frac18\right)q^3g''(1/2)+O(q^4)
=\frac{q^2}{2}g'(1/2)-\frac{q^3}{12}g''(1/2)+O(q^4).
$$

This error is second order unless $g'(1/2)=0$. Moving to the midpoint removes the effect of a uniform change of the gap with occupation.

For the actual excitation $q=1$, which is not a small parameter. "Third order" then says which derivative is the first to survive. It does not promise that the error is small, nor that the first term accounts for all of it.

## (d) The error for a whole electron

**Find an expression for $R=\Delta E-g(1/2)$ that does not rely on a Taylor series reaching the end points. What does it require of $g$?**

**Solution.** Weight $g''$ by a function that vanishes quadratically at each end:

$$
K(\lambda)=\begin{cases}\lambda^2/2,&\lambda<1/2,\\(1-\lambda)^2/2,&\lambda>1/2.\end{cases}
$$

Suppose that $g$ is continuous on $[0,1]$ and twice continuously differentiable inside, that $\lambda^2g'\to0$ at $\lambda=0$ and $(1-\lambda)^2g'\to0$ at $\lambda=1$, and that $Kg''$ is integrable. Two integrations by parts on the left half give

$$
\int_0^{1/2}\frac{\lambda^2}{2}g''\,d\lambda
=\frac{g'(1/2)}8-\int_0^{1/2}\lambda g'\,d\lambda
=\frac{g'(1/2)}8-\frac{g(1/2)}2+\int_0^{1/2}g\,d\lambda .
$$

On the right half the weight decreases with $\lambda$, and the boundary term comes from the lower limit:

$$
\int_{1/2}^1\frac{(1-\lambda)^2}{2}g''\,d\lambda
=-\frac{g'(1/2)}8+\int_{1/2}^1(1-\lambda)g'\,d\lambda
=-\frac{g'(1/2)}8-\frac{g(1/2)}2+\int_{1/2}^1g\,d\lambda .
$$

The slopes cancel in the sum, so

$$
\int_0^1K(\lambda)g''(\lambda)\,d\lambda=\int_0^1g\,d\lambda-g(1/2)=R .
$$

The area under $K$ is $2\int_0^{1/2}(\lambda^2/2)\,d\lambda=1/24$. A constant curvature thus reproduces the leading term of part (c), and if $|g''|\le M$ throughout, then $|R|\le M/24$.

Such an $M$ need not exist. Local exchange contains $\rho_\sigma^{4/3}$. Suppose that a spin density has a nodal surface at $\lambda=1$, and let $\mu=1-\lambda$ be the occupation still left in $i$. With frozen orbitals and $x$ the distance from the surface, the density nearby is approximately $ax^2+\mu b$, with $a,b>0$. The second derivative of the exchange energy with respect to $\mu$ then contains

$$
\int(ax^2+\mu b)^{-2/3}dx=\mu^{-1/6}\int(ay^2+b)^{-2/3}dy,\qquad x=\sqrt\mu\,y ,
$$

and the last integral converges. Hence, with frozen orbitals, $g'$ contains a term growing as $\mu^{-1/6}$, and $g''$ one growing as $\mu^{-7/6}$; whether the self-consistent gap keeps these exponents is not shown here. The bound fails, but this term satisfies the conditions for $R$, because $\mu^2\mu^{-1/6}\to0$ and $\mu^2\mu^{-7/6}$ is integrable.

The derivation itself fails if the branch jumps to another solution, or if the labels $i$ and $a$ pass abruptly to other orbitals. The eigenvalues then no longer describe one continuous transfer. A smooth change of character leaves the formulas valid, but the state reached at $\lambda=1$ may then not be the excitation that was intended.

## (e) Where the error comes from

**First freeze the orbitals and use exact exchange. Then separate $R$ for a local functional into a frozen-orbital part and a relaxation part.**

**Solution.** Let $J_{kl}$ and $K_{kl}$ be the Coulomb and exchange integrals of the frozen orbitals. The two-electron energy with exact exchange is

$$
\frac12\sum_{kl}n_kn_l\left(J_{kl}-\delta_{\sigma_k\sigma_l}K_{kl}\right).
$$

The occupations are linear in $\lambda$, so the energy is quadratic and its third derivative vanishes. The midpoint slope then gives the whole energy difference without error. This slope is the difference of the expectation values of the Fock operator in $a$ and $i$, since frozen orbitals need not be its eigenfunctions.

The coefficient of $\lambda^2$ is

$$
\frac12(J_{ii}+J_{aa}-2J_{ia})-\frac12(K_{ii}+K_{aa}-2\delta_{\sigma_i\sigma_a}K_{ia})
=-J_{ia}+\delta_{\sigma_i\sigma_a}K_{ia},
$$

because $K_{kk}=J_{kk}$. It is the electron-hole interaction that the gap at $\lambda=0$ omits in this model.

Now return to the local functional and freeze the orbitals at their self-consistent form for $\lambda=1/2$. Let $E_{\rm f}(\lambda)$ be the energy with these orbitals and varying occupations, and define the relaxation energy $W(\lambda)=E_{\rm f}(\lambda)-E(\lambda)$. Substituting $E=E_{\rm f}-W$ at both ends gives

$$
R=\left[E_{\rm f}(1)-E_{\rm f}(0)-g(1/2)\right]-\left[W(1)-W(0)\right].
$$

The one-electron and Hartree parts of $E_{\rm f}$ are at most quadratic in $\lambda$. The first bracket therefore comes from the part of the exchange-correlation energy that is not quadratic.

For the second bracket, $W(1/2)=0$ by construction. Part (a) with $\phi_k'=0$ gives $E_{\rm f}'(1/2)=g(1/2)=E'(1/2)$, hence $W'(1/2)=0$. Relaxation thus starts quadratically in $\lambda-1/2$, and this quadratic term is the same at both ends and cancels. What counts is the difference between the two relaxation energies, not their size.

## (f) A valence excitation: lithium 2s to 2p

**Compare the estimates for the transfer $2s\uparrow\to2p\uparrow$ of a free Li atom.**

**Solution.** The calculation is non-relativistic and uses the local spin-density approximation (Slater exchange and VWN correlation), a finite Gaussian basis and axially symmetric densities, with the $m=0$ component of 2p occupied. A local functional does not give the same energy for all 2p components: with $|m|=1$, $\Delta E$ is higher by about 0.15 eV in Li and 0.05 eV in Be, and $R$ in Li is about $-0.006$ eV. Both configurations, $1s^22s$ and $1s^22p$, have one electron outside a closed shell and are doublets, so a single determinant with a common 1s spatial orbital for both spins has the correct spin. In the calculation the two spins have separate orbitals, so this holds only approximately. The numbers in this part and the next belong to this basis and are not converged to all digits shown; a near-complete basis with higher angular momenta lowers $\Delta E$ and $g(1/2)$ by about 0.01 eV and $R$ by about 0.001 eV in both atoms, and in Li it moves $g''(1/2)$ to about $-0.334$ eV and $W(1)$ to about 0.003 eV. The reference for the errors below is the total-energy difference in the same approximation, not experiment:

$$
\Delta E=-198.2328-(-199.8378)=1.6050\ {\rm eV}.
$$

The initial-state gap is

$$
g(0)=-1.3375-(-3.1647)=1.8272\ {\rm eV},
$$

which is too large by 0.222 eV, or 14% of $\Delta E$. With half an electron transferred,

$$
g(1/2)=-1.6840-(-3.3050)=1.6210\ {\rm eV},
$$

so $R=-0.016$ eV, about 1% of $\Delta E$ in magnitude.

A three-point difference with step 0.05 gives the curvature at the midpoint as $g''(1/2)\approx-0.3197$ eV; the finite step affects the last digit. The leading term is $-0.3197/24=-0.0133$ eV, about 84% of $R$; the rest comes from the variation of $g''$ over the interval. The separation of part (e) reads

$$
R=-0.0225-(0.0016-0.0082)=-0.0159\ {\rm eV}.
$$

The frozen-orbital part is the larger one here, and the difference in relaxation partly offsets it.

## (g) A core excitation: beryllium 1s to 2p

**Repeat the comparison for $1s\downarrow\to2p\uparrow$ in a free Be atom, and check the order of the error.**

**Solution.** The final configuration is $1s\uparrow\,2s\uparrow\,2s\downarrow\,2p\uparrow$. Its two unpaired electrons have parallel spins, so with a common 2s spatial orbital for both spins the determinant is the triplet component with $M_S=1$; with the separate spin-up and spin-down orbitals of the calculation this holds only approximately. With antiparallel unpaired spins, one determinant built from common spatial orbitals would be an equal mixture of singlet and triplet. The transition-state gap would then approximate the excitation energy to that determinant, not the singlet excitation energy.

At the same level of theory the total energies give

$$
\Delta E=-280.5714-(-393.1221)=112.5507\ {\rm eV}.
$$

The initial-state gap is 102.84 eV, too small by 9.71 eV. The half-transfer gap is

$$
g(1/2)=-3.5687-(-117.2115)=113.6428\ {\rm eV},
$$

so $R=-1.09$ eV. Relative to $\Delta E$ the error falls from 8.6% to about 1%, but more than 1 eV remains, which may matter when a core-level energy is wanted. The three-point difference with step 0.05 gives $g''(1/2)\approx-21.91$ eV, and extrapolation to zero step gives $-21.86$ eV. The leading term is $-21.86/24=-0.911$ eV, about 83% of $R$. The two parts are

$$
R=-0.9177-(1.1180-0.9436)=-1.0921\ {\rm eV}.
$$

Each end state relaxes by about 1 eV, but only the difference of 0.174 eV enters $R$. Most of the error is the non-quadratic exchange-correlation energy at frozen orbitals.

The final spin-down density comes from the 2s orbital alone, which has a radial node. This is the end-point situation of part (d), and for this reason the kernel formula is used here without a bound on $g''$. Evaluated with the curvature of a polynomial of degree 15 through the gaps at 16 points, it gives $R=-1.0924$ eV, against $-1.0921$ eV from the total energies. A polynomial has bounded curvature, so this comparison checks the kernel but not the singular behaviour at the end point.

The order is found from small transfers centred on half occupation. In Be the midpoint error is $-7.322\times10^{-3}$ eV for $q=0.2$ and $-9.120\times10^{-4}$ eV for $q=0.1$. Halving $q$ reduces it by a factor of

$$
\frac{7.322\times10^{-3}}{9.120\times10^{-4}}=8.03,
$$

close to the $2^3=8$ of a cubic law. The corresponding exponent is 3.005, and in Li it is 3.004. For the gap at the start of the interval in Be the exponent is 2.024, as expected for a quadratic error. The numerical check tests these orders, the cubic coefficient, the integral relation and the kernel formula.

## Values computed for the example and the checks

```
basis: 16 s, 8 p, 4 d exponents; 1 hartree = 27.211386 eV
--- Li 2s(up) -> 2p(up)
E(0), initial state             -199.8378 eV
E(1), final state               -198.2328 eV
E(1)-E(0), total energies          1.6050 eV
eps_i at x=0                      -3.1647 eV
eps_a at x=0                      -1.3375 eV
eps_i at x=1/2                    -3.3050 eV
eps_a at x=1/2                    -1.6840 eV
gap g(0)                           1.8272 eV
gap g(1/2)                         1.6210 eV
gap g(1)                           1.2913 eV
integral of g, 16 points           1.6050 eV
g(0) minus E(1)-E(0)               0.2222 eV
R = E(1)-E(0)-g(1/2)              -0.0159 eV
R from kernel integral            -0.0160 eV
g'(1/2)                           -0.4094 eV
g''(1/2)                          -0.3197 eV
leading term g''(1/2)/24          -0.0133 eV
R, frozen-orbital part            -0.0225 eV
relaxation energy at x=0           0.0082 eV
relaxation energy at x=1           0.0016 eV
centred error, q=0.2 -1.0681e-04 eV
centred error, q=0.1 -1.3311e-05 eV
order of centred error 3.004 (no unit)
order of starting-gap error 1.989 (no unit)
frozen exact-exchange error -5.3e-15 eV
--- Be 1s(down) -> 2p(up)
E(0), initial state             -393.1221 eV
E(1), final state               -280.5714 eV
E(1)-E(0), total energies        112.5507 eV
eps_i at x=0                    -104.9362 eV
eps_a at x=0                      -2.0976 eV
eps_i at x=1/2                  -117.2115 eV
eps_a at x=1/2                    -3.5687 eV
gap g(0)                         102.8386 eV
gap g(1/2)                       113.6428 eV
gap g(1)                         116.0215 eV
integral of g, 16 points         112.5507 eV
g(0) minus E(1)-E(0)              -9.7120 eV
R = E(1)-E(0)-g(1/2)              -1.0921 eV
R from kernel integral            -1.0924 eV
g'(1/2)                           17.6110 eV
g''(1/2)                         -21.9061 eV
leading term g''(1/2)/24          -0.9128 eV
R, frozen-orbital part            -0.9177 eV
relaxation energy at x=0           0.9436 eV
relaxation energy at x=1           1.1180 eV
centred error, q=0.2 -7.3221e-03 eV
centred error, q=0.1 -9.1204e-04 eV
order of centred error 3.005 (no unit)
order of starting-gap error 2.024 (no unit)
frozen exact-exchange error -2.4e-14 eV
```
